# Bradley–Harper ripple growth from curvature-dependent sputtering and surface diffusion

Suppose that a sputtered surface changed only by surface diffusion and by erosion at a speed set by the local angle of incidence. Under an oblique beam a small ripple would then generally drift sideways, and diffusion would flatten it. These two processes alone give no reason for ripples to appear or to have a particular wavelength. One effect that can make ripples grow is the dependence of erosion on curvature. It arises because an ion releases its energy below the surface, at a distance from its point of entry.

Let the solid fill \(z<h(x,y,t)\). The ions travel along \(\mathbf m=(\sin\theta,0,-\cos\theta)\), so \(\theta\) is measured from the mean surface normal and the beam advances towards \(+x\). Write \(s=\sin\theta\), \(c=\cos\theta\), with \(0\le\theta<90^\circ\). The flux \(J\) is counted per area normal to the beam. Each ion deposits energy \(\varepsilon\) in a Gaussian cloud centred a distance \(a\) along its path, with width \(\alpha\) along the beam and \(\beta\) across it. The surface recedes along its normal at a speed \(v_n\) equal to a material constant \(p\) times the power density deposited there. Shadowing and reflection of ions are left out.

Take a surface point \(\mathbf r=(x,y)\) and an entry point \(\mathbf r'=\mathbf r-\mathbf R\), with \(\mathbf R=(X,Y)\) and \(H=h(\mathbf r)-h(\mathbf r')\). Relative to the cloud centre, the surface point has the coordinates

\[
u=Xs-Hc-a,\qquad w=Xc+Hs,\qquad Y,
\]

along the beam, across it in the plane of incidence, and out of that plane. A surface element over the horizontal area \(dX\,dY\) has the vector area \((-h_x,-h_y,1)\,dX\,dY\). Its product with \(-\mathbf m\) shows that it receives \(J(c+s\,h_x)\,dX\,dY\) ions per unit time. Hence

\[
v_n=\frac{p\varepsilon J}{(2\pi)^{3/2}\alpha\beta^2}\int (c+s\,h_x(\mathbf r'))\,
e^{-u^2/2\alpha^2-(w^2+Y^2)/2\beta^2}\,dX\,dY,
\]

and \(\partial h/\partial t=-\sqrt{1+|\nabla h|^2}\,v_n\).

For a flat surface \(H=0\), and the exponent in \(X\) is \(-(Xs-a)^2/2\alpha^2-X^2c^2/2\beta^2\). Define

\[
D=ac,\quad \sigma^2=\alpha^2c^2+\beta^2s^2,\quad
\mu=\frac{as\beta^2}{\sigma^2},\quad \tau^2=\frac{\alpha^2\beta^2}{\sigma^2}.
\]

Since \(s^2/\alpha^2+c^2/\beta^2=1/\tau^2\) and \((as/\alpha^2)\tau^2=\mu\), completing the square gives \(-(X-\mu)^2/2\tau^2\) plus the constant

\[
-\frac{a^2}{2\alpha^2}+\frac{\mu^2}{2\tau^2}
=-\frac{a^2}{2\alpha^2}\,\frac{\sigma^2-\beta^2s^2}{\sigma^2}=-\frac{D^2}{2\sigma^2}.
\]

The Gaussian integrals over \(X\) and \(Y\) contribute \(2\pi\tau\beta\), and \(\tau/(\alpha\beta)=1/\sigma\). The flat surface therefore recedes at

\[
v_0(\theta)=\frac{p\varepsilon J\,c}{\sqrt{2\pi}\,\sigma}\,e^{-D^2/2\sigma^2}.
\]

Here \(D\) is the vertical depth of the cloud centre and \(\sigma\) the vertical width of the cloud. The erosion of the flat surface thus weights \(X\) as a Gaussian variable of mean \(\mu\) and variance \(\tau^2\), and \(Y\) as an independent one of mean zero and variance \(\beta^2\). Angle brackets denote averages with these weights.

Now let the surface be slightly uneven. The derivative of the exponent with respect to \(H\), taken at \(H=0\), is

\[
G(X)=\frac{(Xs-a)c}{\alpha^2}-\frac{Xcs}{\beta^2}=gX-\frac{ac}{\alpha^2},\qquad
g=sc\left(\frac1{\alpha^2}-\frac1{\beta^2}\right).
\]

The factor \(\sqrt{1+|\nabla h|^2}\) differs from one only at second order, so to first order

\[
\frac{\partial h}{\partial t}=-v_0\left\langle 1+\tan\theta\,h_x(\mathbf r-\mathbf R)+G(X)\,[h(\mathbf r)-h(\mathbf r-\mathbf R)]\right\rangle .
\]

Insert \(h=-v_0t+\eta\,e^{i\mathbf k\cdot\mathbf r+\omega t}\), where the real part is understood. The erosion part of \(\omega\) is

\[
\omega_s=-v_0\left\langle ik_x\tan\theta\,e^{-i\mathbf k\cdot\mathbf R}+G(X)\,(1-e^{-i\mathbf k\cdot\mathbf R})\right\rangle .
\]

Two averages are needed. The first is \(\varphi=\langle e^{-i\mathbf k\cdot\mathbf R}\rangle=\exp(-ik_x\mu-k_x^2\tau^2/2-k_y^2\beta^2/2)\). The second follows from it by differentiation: \(\langle Xe^{-i\mathbf k\cdot\mathbf R}\rangle=i\,\partial\varphi/\partial k_x=(\mu-ik_x\tau^2)\varphi\). They give

\[
\langle G(1-e^{-i\mathbf k\cdot\mathbf R})\rangle=\langle G\rangle(1-\varphi)+ik_x\,g\tau^2\varphi .
\]

Both coefficients simplify. The mean of \(G\) is

\[
\langle G\rangle=g\mu-\frac{ac}{\alpha^2}=\frac{ac}{\alpha^2\sigma^2}\left[s^2(\beta^2-\alpha^2)-\sigma^2\right]=-\frac{D}{\sigma^2},
\]

because the bracket equals \(-\alpha^2(s^2+c^2)\). The terms in \(ik_x\varphi\) add up to

\[
\tan\theta+g\tau^2=\frac{s}{c\,\sigma^2}\left[\sigma^2+c^2(\beta^2-\alpha^2)\right]=\frac{s\beta^2}{c\,\sigma^2}=\frac{\mu}{D}.
\]

The linear response for any wavelength, within the Gaussian model, is therefore

\[
\omega_s=v_0\left[\frac{D}{\sigma^2}(1-\varphi)-ik_x\frac{\mu}{D}\varphi\right].
\]

For ripples much longer than the cloud, expand to second order in \(\mathbf k\):

\[
1-\varphi\approx ik_x\mu+\tfrac12k_x^2(\tau^2+\mu^2)+\tfrac12k_y^2\beta^2,\qquad
-ik_x\frac{\mu}{D}\varphi\approx-ik_x\frac{\mu}{D}-k_x^2\frac{\mu^2}{D}.
\]

The real part is \(v_0(S_xk_x^2+S_yk_y^2)\), with the two curvature lengths

\[
S_x=\frac{D(\tau^2+\mu^2)}{2\sigma^2}-\frac{\mu^2}{D},\qquad S_y=\frac{D\beta^2}{2\sigma^2}.
\]

In real space the erosion terms are \(-v_0S_xh_{xx}-v_0S_yh_{yy}\). A positive \(S\) acts as a negative surface tension. At normal incidence \(S_x=S_y=a\beta^2/2\alpha^2\), and a trough, where \(h_{xx}>0\), recedes faster than a crest. The ground beside a trough is higher, so ions entering there release their energy closer to the trough floor; beside a crest the reverse holds.

The imaginary part is \(k_xv_0(\mu D/\sigma^2-\mu/D)\). Differentiating \(\ln v_0\), with \(d\sigma^2/d\theta=2sc(\beta^2-\alpha^2)\) and \(a^2sc=D^2\tan\theta\), gives

\[
\frac{v_0'}{v_0}=\left(\frac{D^2}{\sigma^2}-1\right)\left[\tan\theta+\frac{sc(\beta^2-\alpha^2)}{\sigma^2}\right]=\left(\frac{D^2}{\sigma^2}-1\right)\frac{\mu}{D},
\]

which is the same combination. The imaginary part is thus \(k_xv_0'(\theta)\), and the pattern moves along \(x\) with velocity \(-v_0'(\theta)\). This is the effect of slope alone: a rise \(h_x\) facing the beam lowers the local incidence angle to \(\theta-h_x\). It moves the ripple without changing its height.

Surface diffusion opposes the growth. For small slopes the excess surface energy is \(\tfrac{\gamma}{2}\int|\nabla h|^2dx\,dy\), with \(\gamma\) the surface energy per area, taken as isotropic. Its variation with \(h\) is \(-\gamma\nabla^2h\) per unit added volume, so an atom of volume \(\Omega\) has the chemical potential \(-\Omega\gamma\nabla^2h\). With \(n_s\) mobile atoms per area and diffusivity \(D_s\), the atom current is \(-(D_sn_s/k_BT)\) times the gradient of this potential. Conservation, \(\partial h/\partial t=-\Omega\nabla\cdot\mathbf j\), then gives

\[
\left.\frac{\partial h}{\partial t}\right|_{\rm diff}=-B\nabla^4h,\qquad B=\frac{D_sn_s\gamma\Omega^2}{k_BT}.
\]

On a plane wave \(\nabla^4\) gives \(k^4\), and the growth rate is

\[
\operatorname{Re}\omega=v_0(S_xk_x^2+S_yk_y^2)-B(k_x^2+k_y^2)^2 .
\]

To maximize it, put \(k_x=k\cos\psi\), \(k_y=k\sin\psi\). At fixed \(k\) the diffusion term does not depend on \(\psi\), and the erosion term contains the weighted mean \(S_x\cos^2\psi+S_y\sin^2\psi\). This is largest on an axis, where it equals \(S=\max(S_x,S_y)\). Since \(S_y>0\) for all \(\theta<90^\circ\), \(S\) is positive and this model has an unstable band of wavenumbers at every such angle. Setting the derivative of \(v_0Sk^2-Bk^4\) to zero gives \(k_*^2=v_0S/2B\), so that

\[
\lambda_*=2\pi\sqrt{\frac{2B}{v_0S}},\qquad \operatorname{Re}\omega_*=\frac{(v_0S)^2}{4B}.
\]

The wavevector lies along the projected beam if \(S_x>S_y\) and across it if \(S_y>S_x\). At normal incidence there is no preferred direction, and \(\lambda_*=4\pi(\alpha/\beta)\sqrt{B/(v_0a)}\). If \(B\) does not depend on the flux, \(\lambda_*\) varies as \(J^{-1/2}\) at fixed angle and temperature.

Which direction wins just off normal incidence depends on the cloud. Use \(\tau^2-\beta^2=\beta^2s^2(\alpha^2-\beta^2)/\sigma^2\), and set \(\sigma\to\alpha\), \(D\to a\), \(\mu\to a\theta\beta^2/\alpha^2\) in the leading terms:

\[
S_x-S_y\approx\frac{a\beta^2\theta^2}{2\alpha^4}\left[\alpha^2+\frac{a^2\beta^2}{\alpha^2}-3\beta^2\right].
\]

The wavevector lies along the beam only if the bracket is positive. For \((a,\alpha,\beta)=(2,1,0.8)\) nm, \(1+2.56\) exceeds \(1.92\) and it does. For \((1,1,1)\) nm, \(2\) is less than \(3\) and it lies across. Direct integration over curved surfaces at \(5^\circ\) gave the same two orientations. Towards grazing incidence \(\mu\to a\) and \(D\to0\), so \(S_x\approx-a/c\) is negative and, for long ripples in this model, the wavevector lies across the beam.

The formulas were also compared with numerical integration of the original erosion integral, for three cloud shapes at \(0^\circ\), \(20^\circ\), \(45^\circ\) and \(70^\circ\). The largest difference in \(S_x\) or \(S_y\) was \(4\times10^{-7}\) nm.

As an example, take argon-ion milling at about 1 keV of a heated inorganic surface, with round parameters that are rough typical values and belong to no particular material. The cloud has \(a=2\) nm, \(\alpha=1\) nm, \(\beta=0.8\) nm, and \(\theta=45^\circ\). The flux is \(10^{15}\ \mathrm{cm^{-2}s^{-1}}\), or \(10\ \mathrm{nm^{-2}s^{-1}}\), and \(\Omega=0.02\ \mathrm{nm^3}\). The product \(p\varepsilon\) is fixed by a yield of one atom per ion at normal incidence; the model then gives 2.41 at \(45^\circ\). Hence

\[
v_0=0.02\times10\times0.7071\times2.410=0.341\ \mathrm{nm/s}.
\]

With \(D=1.414\) nm, \(\sigma^2=0.820\ \mathrm{nm^2}\), \(\mu=1.104\) nm and \(\tau^2=0.781\ \mathrm{nm^2}\),

\[
S_x=\frac{1.414\,(0.781+1.218)}{1.640}-\frac{1.218}{1.414}=0.862\ \mathrm{nm},\qquad S_y=0.552\ \mathrm{nm}.
\]

The wavevector lies along the beam, and \(v_0S_x=0.294\ \mathrm{nm^2/s}\). For diffusion take \(T=650\) K, a prefactor of \(10^{-3}\ \mathrm{cm^2/s}\), a barrier of 1.2 eV, \(n_s=10\ \mathrm{nm^{-2}}\) and \(\gamma=1\ \mathrm{J/m^2}\). These give \(D_s=49.6\ \mathrm{nm^2/s}\) and \(B=22.1\ \mathrm{nm^4/s}\), so that

\[
\lambda_*=2\pi\sqrt{\frac{2\times22.1}{0.294}}\approx77\ \mathrm{nm},\qquad
\operatorname{Re}\omega_*=\frac{0.294^2}{4\times22.1}\approx9.8\times10^{-4}\ \mathrm{s^{-1}}.
\]

While it is small, the amplitude grows by a factor \(e\) in about 1000 s, while 350 nm of material is removed. In this model the pattern drifts at 0.38 nm/s towards \(-x\), against the projected beam; this is the slope effect of sputtering alone, and measured ripples do not always move in this direction. With the other parameters fixed, the wavevector turns across the beam at \(54^\circ\). At \(75^\circ\), \(S_x=-5.0\) nm, \(S_y=0.25\) nm and the predicted wavelength is 135 nm. This value is less certain than the one at \(45^\circ\): with reflection left out, the yield in this example keeps rising towards grazing incidence, whereas real yields pass through a maximum and fall.

Maximizing the rate with the full \(\omega_s\) instead of its expansion changes \(\lambda_*\) at \(45^\circ\) by only 0.1%. The next real term in the expansion of \(\omega_s\) has the form of a smoothing term in \(k^4\), with coefficient \(0.047\ \mathrm{nm^4/s}\), about 0.2% of \(B\). It only lowers the growth below the \(k^2\) law: as \(\varphi\to0\) at short wavelength, \(\omega_s\) tends to the positive value \(v_0D/\sigma^2\), so erosion alone does not damp short ripples. Temperature matters far more: the wavelength is 33 nm at 600 K and 160 nm at 700 K. Near 500 K thermal \(B\) has fallen to the size of the erosion term. The formula would then give about 3.5 nm, comparable with the cloud itself, and the long-wave expansion no longer applies.

Linear growth also has a limit in height. At \(\lambda_*\) the slope reaches 0.1 when the amplitude is 1.2 nm. The even part of the change in recession rate with tilt is then 9% of the linear part. But the linear part only moves the ripple, so this ratio says little about growth. For small slopes the even part varies as the square of the slope. It therefore changes the mean height and creates a ripple of half the wavelength, which in turn acts back on the original one. At a slope of 0.1 the even part is about 0.0033 nm/s, while the linear growth of the amplitude, \(\operatorname{Re}\omega_*\) times 1.2 nm, is only 0.0012 nm/s. This feedback can then no longer be neglected, and the linear growth rate should be trusted only for amplitudes well below 1.2 nm.

In real milling, one assumption that can fail is that ions only remove atoms. They also push atoms along the surface. Let \(\delta\) be the summed displacement per ion along the beam, independent of angle. Projecting it on the local surface and multiplying by the arrival rate gives an \(x\)-current \(J\delta(c+s\,h_x)(s-c\,h_x)\approx J\delta(sc-\cos2\theta\,h_x)\). Conservation turns this into \(+\Omega J\delta\cos2\theta\,h_{xx}\). A tilt in \(y\) similarly gives \(+\Omega J\delta\cos^2\theta\,h_{yy}\). The first coefficient vanishes at \(45^\circ\), which is why that angle isolates the sputtering mechanism along \(x\). For a rough \(\delta=10\) nm it is \(0.347\ \mathrm{nm^2/s}\) at \(40^\circ\), more than the driving term of 0.280, and the ripple with its wavevector along the beam is suppressed. At \(50^\circ\) it is \(-0.347\), which adds to the driving term of 0.270 and shortens the wavelength by about a third. Across the beam at \(45^\circ\) the smoothing is \(1.0\ \mathrm{nm^2/s}\), against a driving term \(v_0S_y=0.19\). At \(75^\circ\) it is 0.13 against 0.10, so the 135 nm ripple would not grow either. The orientation rule and the turning angle therefore hold only where this transport is weak.

Other assumptions depend on the material. A surface temperature of 650 K is well above that of ordinary room-temperature profiling, where a 1.2 eV barrier makes thermal diffusion negligible and other smoothing must set the wavelength. If the ions leave a soft damaged layer of thickness \(d\) and viscosity \(\eta\), capillary flow within it adds about \(\gamma d^3/3\eta\) to \(B\), provided \(d\) is much smaller than \(\lambda_*/2\pi\). For \(d=3\) nm this equals \(B\) at \(\eta\approx4\times10^8\) Pa s, which would lengthen the ripple by a factor of about \(\sqrt2\), to roughly 110 nm. Crystalline surfaces can also have direction-dependent diffusion and barriers at steps, and the ion beam can change \(n_s\). The value \(n_s=10\ \mathrm{nm^{-2}}\) is about three quarters of the surface atom density \(\Omega^{-2/3}\approx13.6\ \mathrm{nm^{-2}}\), so the 1.2 eV must be read as including the energy needed to make an atom mobile; since \(\lambda_*\propto n_s^{1/2}\), a tenth of this \(n_s\) at the same barrier would give about 24 nm. The 77 nm is thus the prediction of sputtering and isotropic thermal diffusion alone; the numerical output lists the quantities behind it.

## Values computed for the example and the checks

```
quadrature error, flat rate (relative): 3.3e-12
quadrature error, tilt response / v0: 5.8e-08
quadrature error, Sx and Sy: 3.7e-07 nm
quadrature error, full omega / v0: 9.5e-07 nm^-1
surface-diffusion test error (relative): 4.3e-04
(a,alpha,beta)=(2.0, 1.0, 0.8) nm: wavevector at 5 deg along x
(a,alpha,beta)=(1.0, 1.0, 1.0) nm: wavevector at 5 deg along y
(a,alpha,beta)=(2.5, 1.0, 1.3) nm: wavevector at 5 deg along x
a, alpha, beta: 2.0, 1.0, 0.8 nm
beam angle: 45 deg
ion flux normal to beam: 1.0e+15 cm^-2 s^-1
atomic volume: 0.02 nm^3
yield at normal incidence: 1.0 atoms/ion
yield at beam angle: 2.410 atoms/ion
temperature: 650 K
diffusion prefactor: 1.0e-03 cm^2/s
diffusion barrier: 1.2 eV
site density: 10.0 nm^-2
surface energy: 1.0 J/m^2
depth D: 1.4142 nm
sigma^2: 0.8200 nm^2
mu: 1.1038 nm
tau^2: 0.7805 nm^2
flat recession speed v0: 0.3409 nm/s
Sx: 0.8621 nm
Sy: 0.5519 nm
v0*Sx: 0.2939 nm^2/s
surface diffusivity: 49.64 nm^2/s
B: 22.124 nm^4/s
fastest wavelength, formula: 77.10 nm
fastest wavelength, full nonlocal search: 77.18 nm
fastest growth rate: 9.758e-04 s^-1
e-folding time: 1025 s
depth eroded per e-folding: 349 nm
ripple drift velocity along +x: -0.3828 nm/s
angle where wavevector turns to y: 54.03 deg
at 75 deg: Sx -4.969 nm, Sy 0.249 nm
at 75 deg: fastest wavelength 135.12 nm, along y
full-search wavelength at 600 K: 33.06 nm
full-search wavelength at 700 K: 159.72 nm
erosion's own k^4 coefficient: 0.0466 nm^4/s
temperature where it equals B: 500 K
recoil displacement per ion (rough): 10.0 nm
40 deg: v0*Sx 0.280, recoil smoothing in x 0.347 nm^2/s
45 deg: v0*Sx 0.294, recoil smoothing in x 0.000 nm^2/s
50 deg: v0*Sx 0.270, recoil smoothing in x -0.347 nm^2/s
recoil smoothing in y at 45 deg: 1.000 nm^2/s
damaged-layer thickness a+alpha: 3.0 nm
viscosity where layer flow equals B: 4.07e+08 Pa s
ripple amplitude at slope 0.1: 1.23 nm
nonlinear/linear tilt response there: 0.088
```
